# The Extended Czjzek Model: From a Sharp Site to Full Disorder, part 2

A nuclear site has a fixed electric field gradient $V^{(0)}$, to which disorder adds a random tensor $N$. The question is what each observable of the sum $V=V^{(0)}+N$ remembers of $V^{(0)}$. In the opening example the two have the same root-mean-square size. The mean asymmetry is then 0.601, against 0.610 for noise alone, and the sign of the largest principal value agrees with that of the fixed tensor in 66% of the cases, against 50% for pure noise.

All tensors are real, symmetric and traceless. Principal values are ordered $|V_{zz}|\ge|V_{yy}|\ge|V_{xx}|$, and $\eta=(V_{xx}-V_{yy})/V_{zz}$, so $0\le\eta\le1$. In Gaussian units the coupling constant is $C=eQV_{zz}/(2\pi\hbar)$, with $e$ the proton charge and $Q$ the quadrupole moment; tensors can therefore be quoted as frequencies. The example has $C_0=5$ MHz, $\eta_0=0.3$ and $Q=0.1$ barn, hence $V_0=6.90\times10^{14}$ statV/cm$^2$.

The five basis tensors, normalized by $\mathrm{Tr}(E_kE_l)=\delta_{kl}$, are $\mathrm{diag}(-1,-1,2)/\sqrt6$, $\mathrm{diag}(1,-1,0)/\sqrt2$, and three matrices with $1/\sqrt2$ in one symmetric pair of off-diagonal places. The components of $N$ along them are independent, with equal variance.

With $P$, $w$, $s$ and $\kappa$ as defined below, and subscript 0 marking the fixed tensor, the joint density is

$$f(V_{zz},\eta)=\frac{V_{zz}^4\,\eta(1-\eta^2/9)}{\sqrt{2\pi}\,s^5}\exp\left[-\frac{P^2+P_0^2}{2s^2}\right]A, \tag{1}$$

and the change of variables is

$$V_{zz}^4\,\eta\left(1-\frac{\eta^2}{9}\right)d|V_{zz}|\,d\eta=\frac13P^4\,dP\,dw . \tag{2}$$

Here $A$ is the average of $\exp[2\,\mathrm{Tr}(R\Lambda R^TV^{(0)})/3s^2]$ over all rotations $R$, with $\Lambda$ the diagonal form of $V$:

$$A=\Gamma(\tfrac52)\left(\frac2\kappa\right)^{3/2}\sum_{k=0}^\infty(2k+1)P_k(w)P_k(w_0)\,I_{3k+3/2}(\kappa). \tag{4}$$

The $P_k$ are Legendre polynomials and $I_\nu$ is the modified Bessel function. For $V^{(0)}=0$, $A=1$ and (1) is the Czjzek distribution.

## What survives of the fixed tensor

The field gradient is $V=V^{(0)}+N$, with isotropic Gaussian noise $N$ whose diagonal elements have standard deviation $s$. The fixed tensor has largest principal value $V_0$ and asymmetry $\eta_0$. The size of a tensor is $P=|V_{zz}|\sqrt{1+\eta^2/3}$, and its shape is $w=\mathrm{sgn}(V_{zz})(1-\eta^2)/(1+\eta^2/3)^{3/2}$; $P_0$ and $w_0$ belong to the fixed tensor, and $\rho=P_0/s$. By (1) and (2) the density in these variables is

$$g(P,w)=\frac{P^4}{3\sqrt{2\pi}\,s^5}\exp\left[-\frac{P^2+P_0^2}{2s^2}\right]A,$$

with $A$ given by (4) and $\kappa=PP_0/s^2$. For pure noise $A=1$ and $w$ is uniform. The variance of a component of $N$ along a normalized basis tensor is $\sigma^2=\frac32s^2$.

The size is the simplest part. Because $\mathrm{Tr}\,V^2=\frac32P^2$, the ratio $P^2/s^2$ is the squared length of a five-dimensional vector of unit normal variables displaced by $\rho$. This is the noncentral chi-square distribution with five degrees of freedom. Its mean is

$$\langle P^2\rangle=P_0^2+5s^2 .$$

The natural measure of disorder is therefore the ratio $\varepsilon=\sqrt5\,s/P_0$, which equals 1 when noise and fixed tensor contribute equally to the mean square. The asymmetry $\eta_0$ affects the distribution of $P$ through $P_0$ and in no other way. Holding $P_0^2+5s^2$ constant while $\varepsilon$ goes from zero to infinity gives a path from a single sharp site to a Czjzek distribution of finite width. If $P_0$ is held instead, the width grows without bound, and it is the shape of the distribution that approaches the Czjzek form.

For the shape, integrate $g$ over $P$. Each term of (4) keeps its Legendre polynomials, and the density of $w$ is

$$g(w)=\frac12\sum_{k=0}^\infty(2k+1)\,m_k(\rho)\,P_k(w_0)\,P_k(w). \tag{5}$$

With $p=P/s$, the constant in front of the remaining integral is $2\,\Gamma(\frac52)\,2^{3/2}/(3\sqrt{2\pi})$, which is 1 because $\Gamma(\frac52)=\frac34\sqrt\pi$. Hence

$$m_k=e^{-\rho^2/2}\rho^{-3/2}\int_0^\infty p^{5/2}e^{-p^2/2}I_{3k+3/2}(p\rho)\,dp .$$

Insert the power series of the Bessel function. The $j$-th term needs $\int_0^\infty p^{3k+4+2j}e^{-p^2/2}dp=2^{(3k+3)/2+j}\,\Gamma(\frac{3k+5}2+j)$. Collecting the powers of 2 and writing $z=\rho^2/2$,

$$m_k=e^{-z}z^{3k/2}\sum_{j=0}^\infty\frac{z^j}{j!}\,\frac{\Gamma(\frac{3k+5}{2}+j)}{\Gamma(3k+\frac52+j)} . \tag{6}$$

For $k=0$ the gamma functions cancel and $m_0=1$, which is normalization. Multiplying (5) by $P_k(w)$ and integrating gives the meaning of the others:

$$\langle P_k(w)\rangle=m_k(\rho)\,P_k(w_0).$$

Each $m_k$ is the fraction of one shape moment that survives the noise. It depends on the noise ratio alone, not on the shape of the site.

When the fixed tensor is weak, the term $j=0$ dominates, and

$$m_k\approx\left(\frac{\rho^2}{2}\right)^{3k/2}\frac{\Gamma(\frac{3k+5}{2})}{\Gamma(3k+\frac52)},$$

so that $m_1\approx0.0405\,\rho^3$ while $m_2$ is of order $\rho^6$. When the noise is weak, (6) can be read as an average over a Poisson variable $j$ of mean $z$. Stirling's formula gives $\Gamma(j+a)/\Gamma(j+b)\approx j^{a-b}[1+(a-b)(a+b-1)/2j]$. Here $a-b=-\frac32k$ and $a+b-1=\frac92k+4$, so the bracket contributes $-\frac{3k}{4z}(\frac92k+4)$. The Poisson average of $(j/z)^{-3k/2}$, with variance $z$, contributes $+\frac{3k}{4z}(\frac32k+1)$. The sum is

$$m_k\approx1-\frac{9k(k+1)}{4z}=1-\frac{9k(k+1)}{2\rho^2}.$$

So all $m_k$ tend to 1 as the noise vanishes, and (5) becomes the completeness sum of the Legendre polynomials, a sharp line at $w=w_0$. As the noise grows, all $m_k$ with $k\ge1$ tend to 0 and $w$ becomes uniform. These functions are the interpolation between the two limits.

The sharp end deserves a closer look, because (5) hides how the line broadens in $V_{zz}$ and $\eta$. In the principal axes of $V^{(0)}$, first-order perturbation theory changes each principal value by the diagonal element of $N$. Therefore

$$\delta V_{zz}=N_{zz},\qquad\delta\eta=\frac{N_{xx}-N_{yy}-\eta_0N_{zz}}{V_0}.$$

The combination $N_{xx}-N_{yy}$ is $\sqrt2$ times the component along $\mathrm{diag}(1,-1,0)/\sqrt2$. Its variance is $2\sigma^2=3s^2$, and it is independent of $N_{zz}$. Hence $V_{zz}$ has standard deviation $s$, the covariance of $V_{zz}$ and $\eta$ is $-\eta_0s^2/V_0$, and

$$\mathrm{std}(\eta)=\sqrt{3+\eta_0^2}\,\frac{s}{|V_0|}.$$

In second order the principal values repel. An off-diagonal element has variance $\sigma^2/2=\frac34s^2$, and the distances from $V_{zz}$ to the others are $\frac12(3\mp\eta_0)V_0$, so the mean of $V_{zz}$ moves by

$$\frac{3s^2}{4}\,\frac{2}{V_0}\left[\frac1{3-\eta_0}+\frac1{3+\eta_0}\right]=\frac{9s^2}{(9-\eta_0^2)V_0},$$

away from zero. For $s=0.05$ MHz in the example, the formulas give a standard deviation of $\eta$ of $1.758\times0.01=0.0176$ and a shift of $9\times0.0025/(8.91\times5)$ MHz, or 505 Hz. Sampling gives 0.0176 and 506 Hz.

The mean asymmetry moves as well. To second order, expanding the quotient $(V_{xx}-V_{yy})/V_{zz}$ requires the mean changes of numerator and denominator, and the variance of the denominator. The $xy$ element drives $V_{xx}$ and $V_{yy}$ apart, each by $\frac34s^2/(\eta_0V_0)$, which adds $3s^2/(2\eta_0V_0)$ to the numerator. The $xz$ and $yz$ elements change the numerator by

$$\frac{3s^2}{2V_0}\left[\frac1{3+\eta_0}-\frac1{3-\eta_0}\right]=-\frac{3\eta_0s^2}{(9-\eta_0^2)V_0}.$$

The shift of $V_{zz}$ in the denominator contributes $-9\eta_0s^2/[(9-\eta_0^2)V_0^2]$ to $\eta$, and its variance contributes $+\eta_0s^2/V_0^2$. The first-order changes of numerator and denominator are independent and give no cross term. Altogether

$$\langle\eta\rangle-\eta_0\approx\left[\frac{3}{2\eta_0}+\eta_0-\frac{12\eta_0}{9-\eta_0^2}\right]\frac{s^2}{V_0^2}.$$

At $\varepsilon=0.1$, where $s=0.227$ MHz, the bracket is 4.90 and $s^2/V_0^2=0.00206$. The predicted mean is 0.310, the value that the full distribution (5) also gives. The largest term, $3/(2\eta_0)$, comes from the repulsion of the two close principal values.

That term diverges as $\eta_0\to0$, which marks a failure of the expansion. The linear law needs $s$ to be small compared with both $\eta_0|V_0|$ and $(1-\eta_0)|V_0|$. For an axial site, $V_{xx}$ and $V_{yy}$ are degenerate, and the noise has to be diagonalized within their plane. This gives

$$\eta\approx\frac{\sqrt{(N_{xx}-N_{yy})^2+4N_{xy}^2}}{|V_0|}.$$

Both terms under the root are squares of independent Gaussian variables of variance $3s^2$, so $\eta$ follows a Rayleigh distribution with mean $\sqrt{3\pi/2}\,s/|V_0|$. With $s/V_0=0.01$ this is 0.0217, and sampling gives 0.0218. An axial site in weak disorder thus has an asymmetry proportional to the noise, with vanishing density at $\eta=0$.

At the other edge, $\eta_0=1$, the principal values are $0$ and $\pm V_0$, and reversing the sign of the fixed tensor amounts to rotating it. The Gaussian noise is isotropic and equally likely to be $N$ or $-N$, so $V$ and $-V$ have the same distribution of principal values, and $V_{zz}$ is positive with probability one half at any noise strength. The sampled fraction at $s/V_0=0.01$ is 0.4996.

Now consider the opposite end, where the noise is strong. The first terms of (4) in powers of $\kappa$ are

$$A=1+\frac{\kappa^2}{10}+\frac{ww_0\kappa^3}{105}+O(\kappa^4).$$

The quadratic term is the $j=1$ term of the $k=0$ series, $(\kappa/2)^2/\frac52$. The cubic one is the leading term for $k=1$, namely $3ww_0(\kappa/2)^3\,\Gamma(\frac52)/\Gamma(\frac{11}2)$ with $\Gamma(\frac{11}2)/\Gamma(\frac52)=\frac{315}8$. To second order in $\rho$ the factor multiplying the Czjzek density is

$$e^{-\rho^2/2}A\approx1-\frac{\rho^2}{2}+\frac{\rho^2P^2}{10s^2}.$$

A Czjzek density whose $s^2$ is replaced by $s^2(1+\rho^2/5)=s^2+P_0^2/5$ has exactly this expansion: the prefactor $s^{-5}$ supplies $-\rho^2/2$ and the exponential supplies the last term. To this order, a weak fixed tensor does nothing but widen the distribution. It cannot be recognized by its shape.

Unless $w_0=0$, the first recognizable trace is cubic in $\rho$ and odd in $w$, so it concerns the sign of $V_{zz}$. Integrating (5) over positive $w$ gives, from the terms $k=0$ and $k=1$,

$$\mathrm{Prob}(V_{zz}>0)\approx\frac12+\frac34\,w_0\,m_1 .$$

The next trace is in the size. The variance of $P^2/s^2$ is $10+4\rho^2$: the term linear in the noise contributes $4\rho^2$, the squared noise contributes 10, and the two are uncorrelated. The Czjzek distribution with the same mean square has variance $10(1+\rho^2/5)^2=10+4\rho^2+\frac25\rho^4$. The true distribution is narrower, by a term of fourth order.

The asymmetry comes last. Without knowledge of the sign, $w$ and $-w$ are added together, and the odd terms of (5) cancel. The density of $\eta$ is then

$$g(\eta)=\frac{3\eta(1-\eta^2/9)}{(1+\eta^2/3)^{5/2}}\left[1+5\,m_2P_2(w_0)P_2(w)+9\,m_4P_4(w_0)P_4(w)+\dots\right],$$

where the factor in front is the Czjzek form, $|dw/d\eta|$. The first correction is of order $\rho^6$, unless $P_2(w_0)$ happens to vanish. The reason is geometrical. A tensor has one invariant besides its size, the cubic one, and an observable blind to sign can feel only even powers of it. Doubling $\rho$ from 0.1 to 0.2 in the computed quantities gives effective powers of 2.99 for the sign (through $m_1$), 3.99 for the size and 5.99 for the asymmetry (through $m_2$).

This accounts for the opening numbers. With $C_0=5$ MHz and $\eta_0=0.3$, the size is $P_0=5\sqrt{1.03}=5.07$ MHz and the shape is $w_0=0.91/1.03^{3/2}=0.871$. At $\varepsilon=1$ the noise is $s=5.07/\sqrt5=2.27$ MHz, or $3.13\times10^{14}$ statV/cm$^2$, and $m_1=0.250$, $m_2=0.0259$. A quarter of the first shape moment survives, and the sign is kept with probability $0.5+0.75\times0.871\times0.250=0.663$. Of the second moment less than 3% is left. With $P_2(w_0)=0.637$, the largest difference between the cumulative distribution of $\eta$ and that of the Czjzek law follows from integrating $5P_2(w)$ from 0 to $x$. The integral is $\frac52(x^3-x)$, of largest magnitude $5/(3\sqrt3)=0.962$ at $x=1/\sqrt3$, and the difference is $0.962\times0.637\times0.0259=0.0159$.

To sample the model, five unit normal numbers are drawn, multiplied by $\sqrt{3/2}\,s$ and by the basis tensors, and added to the fixed tensor. The sum is diagonalized and its principal values are ordered. The table compares 200,000 such tensors for each noise ratio with the formulas. The last two columns are calculated largest differences between cumulative distributions and the Czjzek law; for $P$ the mean square is matched.

| $\varepsilon$ | mean $\eta$, sampled | mean $\eta$, formula | sign kept, formula | difference in $\eta$ | difference in $P$ |
|---|---|---|---|---|---|
| 0.1 | 0.311 | 0.310 | 1.000 | 0.684 | 0.448 |
| 0.3 | 0.400 | 0.401 | 0.993 | 0.383 | 0.269 |
| 1 | 0.601 | 0.601 | 0.663 | 0.016 | 0.046 |
| 3 | 0.609 | 0.610 | 0.510 | 0.00004 | 0.0014 |
| 10 | 0.610 | 0.610 | 0.500 | 0.00000004 | 0.00001 |

Most of the change in the asymmetry takes place between $\varepsilon=0.3$ and $\varepsilon=1$. At $\varepsilon=0.3$ the distribution of $\eta$ still differs strongly from the Czjzek law, but it is no longer a narrow line: the linear formula would give a standard deviation of 0.24, comparable with $\eta_0$ itself. At $\varepsilon=1$ the order of the last two columns has reversed, and the size is the better witness of the fixed tensor. The relative width of $|C|$, its standard deviation divided by its mean, is then 0.288 in the sample, against 0.326 in the Czjzek limit.

The sample itself cannot resolve the smallest entries. With 200,000 draws a cumulative distribution is uncertain by about $1/\sqrt{200000}=0.002$, and the sampled differences in $\eta$ at $\varepsilon=3$ and 10 are indeed 0.0023 and 0.0013, far above the calculated ones. At $\varepsilon=10$ the sampled probability of keeping the sign is 0.5026 against a calculated 0.5003, about two standard errors away. The joint density (1) was tested separately against two-dimensional histograms at $\varepsilon=0.3$, 1 and 3, and passed a chi-square test at each.

For the analysis of a spectrum this sets a limit, within the model. An observable quadratic in $V$ does not distinguish $V$ from $-V$, so the earliest trace, the sign, is lost to it. Once the noise matches the fixed tensor, the information about the site lies mainly in the distribution of sizes, which depends on $P_0$ and $s$ but not separately on $\eta_0$. A fit may then determine $P_0$ much better than $\eta_0$, which is left nearly free when the noise is stronger still. In that range $P_0$ fades as well, since it is told apart from $s$ mainly by the fourth-order narrowing of the size distribution, and only the sum $P_0^2+5s^2$ stays well fixed. A distribution of $\eta$ close to the Czjzek form therefore does not prove that a well-defined local environment is absent: in the example at $\varepsilon=1$, such an environment supplies half of the mean-square gradient. The numerical output below lists the sampled and calculated values.

## Computed results

```
Fixed coupling C0 = 5.000 MHz
Fixed asymmetry eta0 = 0.300 (dimensionless)
Fixed amplitude P0 = 5.0744 MHz
Fixed shape w0 = 0.8705 (dimensionless)
Model quadrupole moment Q = 0.100 barn
Fixed gradient V0 = 6.8976e+14 statV/cm^2
Noise s at ratio 1 = 3.1306e+14 statV/cm^2
Samples per noise ratio = 200000 (count)
Free covariance parameters = 1 (count)
Volume element, max relative error = 2.1e-10
Rotation average, max relative error = 1.3e-14
Joint density, max norm error = 1.9e-11
Histogram tests, smallest p-value = 0.068
Table 1: ratio = sqrt(5) s/P0; width = std|C|/mean|C|
ratio  s(MHz)   width   mean eta: sampled, formula
  0.1   0.2269  0.0453     0.3105    0.3103
  0.3   0.6808  0.1319     0.4004    0.4009
  1.0   2.2694  0.2877     0.6009    0.6010
  3.0   6.8081  0.3249     0.6094    0.6098
 10.0  22.6936  0.3271     0.6101    0.6098
Czjzek limit: width = 0.3261, mean eta = 0.6098
Table 2: probability that Vzz keeps its sign; memory m1, m2
ratio  sampled  formula      m1         m2
  0.1   1.0000   1.0000  9.822e-01  9.475e-01
  0.3   0.9933   0.9931  8.520e-01  6.196e-01
  1.0   0.6618   0.6628  2.497e-01  2.590e-02
  3.0   0.5103   0.5102  1.558e-02  7.254e-05
 10.0   0.5026   0.5003  4.500e-04  5.776e-08
Table 3: largest CDF difference from Czjzek (dimensionless)
ratio  eta sampled  eta formula  P formula
  0.1      0.6838    6.837e-01   4.482e-01
  0.3      0.3842    3.829e-01   2.692e-01
  1.0      0.0164    1.587e-02   4.618e-02
  3.0      0.0023    4.445e-05   1.418e-03
 10.0      0.0013    3.539e-08   1.317e-05
Sharp limit: s = 0.0500 MHz
Std C: sampled = 0.05012 MHz
Std eta: sampled = 0.01758, formula = 0.01758
Mean shift of C: sampled = 505.5 Hz, formula = 505.1 Hz
Axial site, mean eta: sampled = 0.02176, formula = 0.02171
Site with eta0 = 1: sign kept with probability 0.4996
Fading order in P0/s: sign 2.994, P 3.988, eta 5.992
```
